\section*{Alfvén waves in a compensated metal and their window in bismuth}

\section*{Problem}

A metal contains electrons of density $n_e$ and holes of density $n_h$ in a static field $B>0$ along $z$. A weak transverse wave varies as $e^{i(kz-\omega t)}$. Use atomic units with $\hbar=e=m_0=4\pi\epsilon_0=1$, so that $\mu_0=4\pi\alpha^2$, where $\alpha$ is the fine-structure constant. The carrier charge is $q=-1$ for electrons and $q=+1$ for holes. All carriers have the relaxation time $\tau$.

\begin{enumerate}
\item For isotropic masses $m_e$ and $m_h$, find the low-frequency wave when only electrons are present. Then show that for $n_e=n_h=n$ this helicon is absent and both circular polarizations travel with speed $v_A=B/\sqrt{\mu_0 n(m_e+m_h)}$. What does a small imbalance do?
\item Bismuth has ellipsoidal pockets. With $B$ along its threefold (trigonal) axis, which masses replace $m_e$ and $m_h$?
\item Evaluate the speed and the frequency window for bismuth. Take as rough values $n=3\times10^{-7}$ \AA$^{-3}$; three equivalent electron pockets with principal masses $(0.006,\,1.3,\,0.026)$ at the Fermi level, the last two axes tilted by $6^\circ$ about the first, which lies in the plane normal to $B$; and one hole pocket with masses $(0.07,\,0.07,\,0.7)$, the last along $B$. Choose a field with $\beta=\hbar eB/m_0=10^{-4}$ eV ($0.86$ T) and $\hbar/\tau=10^{-6}$ eV, which requires a very pure crystal at a few kelvin. The window requires $\mathrm{Im}\,k/\mathrm{Re}\,k\le0.1$ and, with collisions neglected, a $k$ within 10\% of $\omega/v_A$. Check that carrier motion along $B$ does not spoil the wave.
\end{enumerate}

\section*{Solution}

\subsection*{1. Isotropic carriers}

\paragraph{Field equation.} Faraday's law gives the wave's magnetic field $\mathbf b=(k/\omega)\,\hat z\times\mathbf E$. In a good conductor the displacement current is small, so Ampère's law reads $ik\,\hat z\times\mathbf b=\mu_0\mathbf j$. Since $\hat z\times(\hat z\times\mathbf E)=-\mathbf E$ for transverse $\mathbf E$,
\begin{equation}
-\frac{ik^2}{\omega}\mathbf E=\mu_0\mathbf j
\quad\Longrightarrow\quad
k^2\mathbf E=i\mu_0\omega\,\mathbf j .
\label{field}
\end{equation}
The $z$ component of Ampère's law gives $j_z=0$.

\paragraph{Carrier response.} Assume for now that the response is local, which means that carrier motion along $z$ is slow compared with the wave. The drift velocity then obeys
\begin{equation}
-i\tilde\omega\, m\mathbf v=q(\mathbf E+\mathbf v\times\mathbf B),
\qquad \tilde\omega=\omega+\frac{i}{\tau}.
\end{equation}
Define $E_\pm=E_x\pm iE_y$ and $v_\pm$ likewise. Because $\mathbf v\times\mathbf B=B(v_y,-v_x,0)$, its circular components are $B(v_y\mp iv_x)=\mp iBv_\pm$. Hence
\begin{equation}
-i(m\tilde\omega\mp qB)v_\pm=qE_\pm
\quad\Longrightarrow\quad
v_\pm=\frac{iqE_\pm}{m\tilde\omega\mp qB}.
\end{equation}
The current is $j_\pm=\sum nqv_\pm$, with $q^2=1$. Equation \eqref{field} becomes
\begin{equation}
k^2=-\mu_0\omega\sum\frac{n}{m\tilde\omega\mp qB}.
\label{iso}
\end{equation}

\paragraph{Electrons alone.} For $q=-1$ and $m_e|\tilde\omega|\ll B$, this reduces to $k^2=\mp\mu_0\omega n_e/B$. The upper sign is evanescent. The lower sign is the helicon, $\omega=k^2B/(\mu_0n_e)$.

\paragraph{Equal densities.} The two fractions in \eqref{iso} combine without approximation:
\begin{align}
\frac{1}{m_h\tilde\omega\mp B}+\frac{1}{m_e\tilde\omega\pm B}
&=\frac{(m_e+m_h)\tilde\omega}{(m_h\tilde\omega\mp B)(m_e\tilde\omega\pm B)},\\
k^2&=\frac{\mu_0n(m_e+m_h)\,\omega\tilde\omega}
{B^2\mp B\tilde\omega(m_h-m_e)-m_em_h\tilde\omega^2}.
\end{align}
In the numerator of the first line $\mp B$ and $\pm B$ have cancelled, and with them the helicon. When $\omega$ is far below both cyclotron frequencies $B/m_e$ and $B/m_h$, and $\omega\tau\gg1$, the denominator tends to $B^2$ and $\tilde\omega$ to $\omega$. Then
\begin{equation}
\omega=v_Ak,\qquad v_A=\frac{B}{\sqrt{\mu_0n(m_e+m_h)}}
\end{equation}
for both polarizations, as was to be shown.

The cancellation has a simple origin. To leading order both kinds of carrier drift with the same velocity $\mathbf E\times\mathbf B/B^2$. Equal and opposite charges moving together carry no current. What remains is the current due to inertia, which is proportional to mass and frequency.

\paragraph{Small imbalance.} For unequal densities, write $m\tilde\omega\mp qB=\mp qB(1\mp qm\tilde\omega/B)$ and expand:
\begin{equation}
\frac{1}{m\tilde\omega\mp qB}\simeq\mp\frac{q}{B}-\frac{m\tilde\omega}{B^2}.
\end{equation}
With $\rho=n_em_e+n_hm_h$ and collisions neglected, \eqref{iso} gives
\begin{equation}
k^2=\mu_0\left[\frac{\rho\,\omega^2}{B^2}\mp\frac{(n_e-n_h)\,\omega}{B}\right].
\end{equation}
The two terms have equal size at $\omega_x=|n_e-n_h|B/\rho$. Well above $\omega_x$ the wave is Alfvénic. Below it one polarization is evanescent, and well below it the other is a helicon carried by the excess density. Compensation therefore has to hold to a relative accuracy that depends on frequency.

\subsection*{2. Ellipsoidal pockets}

Let $\mathbf p=M\mathbf v$ on the Fermi surface of a pocket, with mass tensor $M$. The equation of motion is $-i\tilde\omega M\mathbf v=q(\mathbf E+\mathbf v\times\mathbf B)$.

First, $E_z=0$. The coefficients $(\sigma_{zx},\sigma_{zy})$ of the total conductivity form an in-plane vector. It must be unchanged by a $120^\circ$ rotation about $z$, so it vanishes. Then $0=j_z=\sigma_{zz}E_z$.

With $E_z=0$ the force has no $z$ component, so $(M\mathbf v)_z=0$. If the tilt couples $y$ and $z$, this gives $v_z=-M_{yz}v_y/M_{zz}$, and therefore
\begin{equation}
(M\mathbf v)_y=\left(M_{yy}-\frac{M_{yz}^2}{M_{zz}}\right)v_y=\frac{m_2m_3}{M_{zz}}\,v_y .
\end{equation}
The last step uses $M_{yy}M_{zz}-M_{yz}^2=m_2m_3$, the determinant of the tilted block. The in-plane motion thus has the mass matrix $m_\perp=\mathrm{diag}(m_1,\;m_2m_3/M_{zz})$.

Let $J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$, so that $\mathbf v\times\mathbf B=-BJ\mathbf v$ in the plane. Then $A\mathbf v=q\mathbf E$ with $A=-i\tilde\omega m_\perp+qBJ$. The inverse of a $2\times2$ matrix is its adjugate divided by its determinant. Here $\det A=B^2-\tilde\omega^2\det m_\perp$ and $\mathrm{adj}\,J=-J$. Averaging the symmetric matrix $\mathrm{adj}\,m_\perp$ over three orientations $120^\circ$ apart leaves half its trace times the unit matrix, and $\mathrm{adj}\,m_\perp$ has the same trace as $m_\perp$. With
\begin{equation}
m_I=\tfrac12\mathrm{Tr}\,m_\perp,\qquad m_c=\sqrt{\det m_\perp},
\end{equation}
the current of one carrier type is
\begin{equation}
\mathbf j=n\,\frac{-i\tilde\omega m_I-qBJ}{B^2-m_c^2\tilde\omega^2}\,\mathbf E .
\end{equation}
Since $(J\mathbf E)_\pm=-E_y\pm iE_x=\pm iE_\pm$, equation \eqref{field} gives
\begin{equation}
k^2=\mu_0\omega\sum n\,\frac{\tilde\omega m_I\pm qB}{B^2-m_c^2\tilde\omega^2}.
\label{pocket}
\end{equation}
At low frequency the terms $\pm qB$ cancel between electrons and holes, and $v_A$ keeps its form with $m_e\to m_{I,e}$ and $m_h\to m_{I,h}$. The cyclotron mass $m_c$, which sets the resonance at $\omega_c=B/m_c$, is a different quantity. It is the geometric mean of the eigenvalues of $m_\perp$, while $m_I$ is their arithmetic mean, so $m_I\ge m_c$.

\subsection*{3. Bismuth}

\paragraph{Masses and speed.} For the electrons $M_{zz}=1.3\sin^26^\circ+0.026\cos^26^\circ=0.0399$. The second in-plane mass is $1.3\times0.026/0.0399\approx0.85$. Hence $m_{I,e}\approx(0.006+0.85)/2\approx0.43$, whereas $m_{c,e}\approx\sqrt{0.006\times0.85}\approx0.071$. For the holes both masses are $0.07$. The inertial sum is $m_s=0.496$.

Restoring units with the Bohr radius $a_0=0.529$ \AA,
\begin{equation}
\hbar v_A=\frac{\beta}{\alpha\sqrt{4\pi na_0m_s}}
=\frac{137\times10^{-4}\ \text{eV}}{\sqrt{4\pi(3\times10^{-7})(0.529)(0.496)}\ \text{\AA}^{-1}}
\approx13.8\ \text{eV\,\AA},
\end{equation}
or $v_A\approx2.1\times10^6$ m/s. Cyclotron masses in place of inertial ones would give $25.8$ eV\,\AA, too large by a factor $1.87$.

\paragraph{Lower edge.} Far below $\omega_c$, $k=(\omega/v_A)\sqrt{1+i/(\omega\tau)}$. Let $r=\mathrm{Im}\,k/\mathrm{Re}\,k$. Then $k^2\propto(1+ir)^2=1-r^2+2ir$, and comparison of the phases gives
\begin{equation}
\frac{1}{\omega\tau}=\frac{2r}{1-r^2}
\quad\Longrightarrow\quad
\omega\tau=\frac{1-0.01}{0.2}=4.95 .
\end{equation}
The lower edge is $\hbar\omega=4.95\times10^{-6}$ eV, or $1.2\times10^9$ Hz.

\paragraph{Upper edge.} The cyclotron energies, $1.40\times10^{-3}$ eV for electrons and $1.43\times10^{-3}$ eV for holes, are nearly equal for the masses used here. If they were equal, the terms $\pm qB$ in \eqref{pocket} would cancel at every frequency, leaving $k=(\omega/v_A)/\sqrt{1-\omega^2/\omega_c^2}$. A 10\% increase of $k$ would then occur at $\omega=\omega_c\sqrt{1-1/1.21}=0.417\,\omega_c$, about $5.8\times10^{-4}$ eV with the electron value. The full expression \eqref{pocket} gives $5.82\times10^{-4}$ eV, or $1.4\times10^{11}$ Hz.

The window thus spans a factor of about 120 in frequency. Its lower edge scales as $1/\tau$ and its upper edge as $B$. Both are set by the stated criteria and are not sharp thresholds.

\paragraph{Lengths and compensation.} The wavelength falls from $1.7\times10^7$ \AA\ at the lower edge to $1.4\times10^5$ \AA\ at the upper. At the lower edge the amplitude decays by $1/e$ in $2.8\times10^7$ \AA, about 1.6 wavelengths, so a much thicker plate transmits little there. Without the holes, the helicon at that frequency would have a wavelength of only $2.7\times10^6$ \AA.

The crossover $\omega_x$ reaches the lower edge when $|n_e-n_h|/n=\omega m_s/B=4.95\times10^{-6}\times0.496/10^{-4}\approx0.025$. The relative change of $k^2$ is $\omega_x/\omega$, so the imbalance must be well below this value if the Alfvén law is to hold down to the lower edge.

\paragraph{Motion along the field.} Between collisions the static field leaves $p_z$ constant, and the in-plane velocity averages to zero over an orbit. Averaging $p_z=(M\mathbf v)_z$ then gives the drift $\bar v_z=p_z/M_{zz}$. Let $\varepsilon_*=\frac12\mathbf p\cdot\mathbf v$ on the Fermi surface. The largest $p_z$ on the ellipsoid is $\sqrt{2\varepsilon_*M_{zz}}$, so $v_{\max}=\sqrt{2\varepsilon_*/M_{zz}}$. A pocket of density $n_p$ fills a momentum volume $\frac{4\pi}{3}(2\varepsilon_*)^{3/2}\sqrt{\det M}=4\pi^3n_p$, hence
\begin{equation}
2\varepsilon_*=\frac{(3\pi^2n_p)^{2/3}}{(\det M)^{1/3}} .
\end{equation}
With $n_p=n/3$ for each electron pocket and $n_p=n$ for the holes, $\varepsilon_*=0.0134$ and $0.0108$ eV. Divided by $k_B$ these are about 155 and 126 K, so the carriers are degenerate at a few kelvin. The largest drifts are $\hbar v_{\max}=2.26$ and $0.49$ eV\,\AA.

A drifting carrier sees the frequency $\omega-k\bar v_z$ and can absorb steadily when this is a multiple of $\omega_c$. Two cases matter.

\begin{itemize}
\item \emph{Multiple zero (Landau damping)} requires $\bar v_z=\omega/k$. Steady work by the transverse field needs a nonzero orbit average of the in-plane velocity times $e^{ikz}$. Without tilt $v_z$ is constant on the orbit and this average vanishes. With tilt, constant $p_z$ gives $v_z=(p_z-M_{yz}v_y)/M_{zz}$, so $z$ oscillates in step with $y$, and hence with $v_x$, and the average is nonzero at first order in $k$. Here $v_A$ is about six times the largest drift, so no carrier qualifies. Since $v_A\propto B$, the two speeds become equal at $\beta=1.6\times10^{-5}$ eV. This limiting field is only an estimate of where the protection ends, because the response is no longer local there and the wave speed departs from $v_A$. A Boltzmann calculation at finite $k$, done at $\hbar\omega=2\times10^{-5}$ eV with a smaller collision energy $\hbar/\tau=2\times10^{-7}$ eV ($\omega\tau=100$), gives a loss $1.005$ times the collisional one at the chosen field and about 21 times at $0.7$ of the limiting field. Both factors are evaluated at $k=\omega/v_A$. The second depends on the frequency and the collision rate used, and it shows only that absorption becomes strong, since the wave's own $k$ differs from $\omega/v_A$ at that field.
\item \emph{Multiple one (Doppler-shifted cyclotron absorption)} begins at $\omega+kv_{\max}=\omega_c$. This gives $1.1\times10^{-3}$ eV, nearly twice the upper edge.
\end{itemize}

In the same calculation, finite $k$ changes $k^2$ by less than 0.5\% at either edge for the masses used here (about 1.5\% if the third electron mass is $0.012$), which justifies the local response. The neglected displacement current, with a lattice dielectric constant of rough size 100, adds about 0.5\% to $k^2$ at the chosen field. Together with finite $k$ it moves the upper edge to about $5.78\times10^{-4}$ eV. Its ratio to the carrier term grows as $B^2$ and would be nearly 30\% at the upper field limit found below.

\paragraph{Upper limit on the field.} At $p_z=0$ the orbit encloses the momentum area $2\pi\varepsilon_*m_c$, and successive Landau levels are separated by an area $2\pi B$. Their ratio $\varepsilon_*/\omega_c$ is $9.5$ for electrons and $7.6$ for holes, so the semiclassical picture is reasonable, though quantum oscillations are left out. The smaller ratio falls to one at $\beta=7.6\times10^{-4}$ eV, and the treatment fails before that. The field must therefore lie well inside the range from $1.6\times10^{-5}$ to $7.6\times10^{-4}$ eV.

The material values are rough, and the results are sensitive to the third electron mass. The value $0.026$ is high for a principal mass: published mass tensors of bismuth put it near $0.013$ at the Fermi level, with $M_{zz}$ between about $0.02$ and $0.027$. Taking $0.013$ with the other inputs unchanged gives $M_{zz}=0.027$, $m_s=0.385$, $m_{c,e}=0.061$, $\varepsilon_*=0.017$ eV for the electrons, $\hbar v_A=15.6$ eV\,\AA\ (13\% higher), an upper edge of $6.2\times10^{-4}$ eV, and $v_A$ about five times the largest drift. The qualitative conclusions are unchanged, but for real bismuth $v_A$ and the upper edge are known here to about one figure, $2\times10^6$ m/s and $6\times10^{-4}$ eV. The model also omits deformation-potential forces and surface scattering. Further digits and checks appear in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
density of each carrier type (rough): 3.0e-07 angstrom^-3
electron masses (rough), m0: 0.006 1.3 0.026
hole masses (rough), m0: 0.07 0.07 0.7
electron pocket tilt (rough): 6 degrees
lattice dielectric constant (rough): 100
chosen field hbar e B/m0: 1.0e-04 eV = 0.864 T
chosen collision energy hbar/tau: 1.0e-06 eV
electron M_zz: 0.0399 m0
electron inertial mass: 0.4263 m0
electron cyclotron mass: 0.0713 m0
hole inertial and cyclotron mass: 0.0700, 0.0700 m0
inertial mass sum: 0.4963 m0
Alfven hbar v_A: 13.771 eV angstrom = 2.092e+06 m/s
hbar v with cyclotron masses (wrong): 25.813 eV angstrom
wrong speed / Alfven speed: 1.874
electron cyclotron energy: 1.4030e-03 eV
hole cyclotron energy: 1.4286e-03 eV
loss criterion Im k/Re k: 0.10
speed criterion, relative change of k: 0.10
lower edge: 4.950e-06 eV = 1.197e+09 Hz
upper edge: 5.824e-04 eV = 1.408e+11 Hz
upper edge / lower edge: 117.7
omega tau at lower edge: 4.950
wavelength at lower edge: 1.739e+07 angstrom
amplitude decay length there: 2.768e+07 angstrom
wavelength at upper edge: 1.351e+05 angstrom
lower-edge helicon wavelength, holes removed: 2.711e+06 angstrom
imbalance |n_e-n_h|/n with crossover at lower edge: 0.0246
electron half p.v at Fermi surface: 0.01337 eV
hole half p.v at Fermi surface: 0.01084 eV
largest electron hbar drift speed: 2.259 eV angstrom
largest hole hbar drift speed: 0.486 eV angstrom
Doppler absorption onset: 1.107e-03 eV
absorption at 1.05 onset / at 0.85 onset: 135.8
field where v_A = largest drift speed: 1.641e-05 eV
loss / collisional loss at chosen field: 1.005
loss / collisional loss at 0.7 of that limiting field: 20.57
half p.v / cyclotron energy, electrons: 9.53
half p.v / cyclotron energy, holes: 7.58
field where the smaller ratio is 1: 7.585e-04 eV
finite-k change of k^2 at lower edge: 0.00464
finite-k change of k^2 at upper edge: 0.00216
lattice displacement term / k^2: 0.00487
test model Alfven omega/(k v_A): 0.999711
test model helicon omega mu0 n/(k^2 B): 0.999998
\end{verbatim}
